# Two derivations of $U(4l+2)$ and $Sp(4l+2)$ from a shell's double tensors, part 1

(Sections cited here and not found follow in the later parts.)

## The $s$ shell

An $s$ shell has two spin-orbitals, $\uparrow$ and $\downarrow$, with creation operators $a^\dagger_\uparrow, a^\dagger_\downarrow$. There are four operators $a^\dagger_\xi a_\eta$ that move an electron within the shell. With $\hbar=1$ they can be combined into the number operator $\hat n$ and the three components of the total spin,

$$S_z=\tfrac12(a^\dagger_\uparrow a_\uparrow-a^\dagger_\downarrow a_\downarrow),\qquad S_+=a^\dagger_\uparrow a_\downarrow,\qquad S_-=a^\dagger_\downarrow a_\uparrow .$$

Scale them so that the underlying $2\times2$ matrices have unit norm $\mathrm{Tr}\,(x^\dagger x)=1$:

$$W^{(00)}=\hat n/\sqrt2,\qquad W^{(10)}_{0}=\sqrt2\,S_z,\qquad W^{(10)}_{\pm1}=\mp S_\pm .$$

The first superscript $\kappa$ is the rank in spin space and the second, $k$, the rank in orbital space, which here can only be zero. The commutators are those of spin. For example

$$[W^{(10)}_{+1},W^{(10)}_{-1}]=-[S_+,S_-]=-2S_z=-\sqrt2\,W^{(10)}_0 ,$$

and $W^{(00)}$ commutes with everything. A Hermitian $2\times 2$ matrix is a real combination of the unit matrix and the three Pauli matrices, so the four operators generate every unitary mixing of the two spin-orbitals, the group $U(2)$. The three operators with $\kappa+k=1$ close among themselves and generate $SU(2)$.

This subgroup can be described without mentioning determinants. Under $a^\dagger_\xi\to\sum_\alpha U_{\alpha\xi}a^\dagger_\alpha$ the pair operator changes as

$$a^\dagger_\uparrow a^\dagger_\downarrow\to(U_{\uparrow\uparrow}a^\dagger_\uparrow+U_{\downarrow\uparrow}a^\dagger_\downarrow)(U_{\uparrow\downarrow}a^\dagger_\uparrow+U_{\downarrow\downarrow}a^\dagger_\downarrow)=(U_{\uparrow\uparrow}U_{\downarrow\downarrow}-U_{\downarrow\uparrow}U_{\uparrow\downarrow})\,a^\dagger_\uparrow a^\dagger_\downarrow ,$$

because $a^\dagger_\xi a^\dagger_\xi=0$ and $a^\dagger_\downarrow a^\dagger_\uparrow=-a^\dagger_\uparrow a^\dagger_\downarrow$. The subgroup is therefore the set of unitary maps that leave the ${}^1S$ pair unchanged. The pair is $\tfrac12\sum g_{\xi\eta}a^\dagger_\xi a^\dagger_\eta$ with the antisymmetric matrix $g_{\uparrow\downarrow}=1$, $g_{\downarrow\uparrow}=-1$, which is also orthogonal, $g^Tg=1$, and the group of all unitary maps that preserve an antisymmetric form of this kind is called symplectic: $SU(2)=Sp(2)$. For $l>0$ the description by the determinant and the description by the pair part company, and it is the second that the tensors with odd $\kappa+k$ follow.

## Conventions and the exact statement

Take one shell of orbital angular momentum $l$ and spin $s=\tfrac12$. A spin-orbital is $\xi=(m_s,m_l)$, its partner is $-\xi=(-m_s,-m_l)$, there are $N=4l+2$ of them, and $\Omega=N/2=2l+1$. Phases are those of Condon and Shortley, so that $J_\pm$ have real non-negative matrix elements and all Clebsch–Gordan coefficients are real. The abbreviation $[x]=2x+1$, $[x,y,\dots]=[x][y]\cdots$ is used. The algebra is dimensionless; energies in the example are in eV and cm$^{-1}$.

On the $2j+1$ states of one angular momentum $j$, the unit tensors $v^k_q$, $k=0,\dots,2j$, are the real matrices

$$\langle m|v^k_q|m'\rangle=(-1)^{j-m}[k]^{1/2}\begin{pmatrix}j&k&j\\-m&q&m'\end{pmatrix}.\tag{1}$$

By the Wigner–Eckart theorem this is the tensor operator of rank $k$ whose reduced matrix element is $[k]^{1/2}$. The one-electron double tensors are $w^{(\kappa k)}_{\pi q}=v^\kappa_\pi\otimes v^k_q$, the first factor on spin ($\kappa=0,1$) and the second on the orbit ($k=0,\dots,2l$). To any complex $N\times N$ matrix $X$ belongs the many-electron operator

$$\hat W(X)=\sum_{\xi\eta}X_{\xi\eta}\,a^\dagger_\xi a_\eta ,\qquad W^{(\kappa k)}_{\pi q}=\hat W\big(w^{(\kappa k)}_{\pi q}\big).$$

A tensor is called odd or even according to the parity of $\kappa+k$. Finally, define for one $j$ the matrix $g^{(j)}_{mm'}=(-1)^{j-m}\delta_{m,-m'}$ and for the shell $g=g^{(s)}\otimes g^{(l)}$,

$$g_{\xi\eta}=(-1)^{s+l-m_s-m_l}\,\delta_{\xi,-\eta}.$$

Since $g^{(j)}_{-m,m}=(-1)^{j+m}=(-1)^{2m}(-1)^{j-m}$ and $(-1)^{2m}=(-1)^{2j}$, one has $g^{(j)T}=(-1)^{2j}g^{(j)}$. For the shell the sign is $(-1)^{2s+2l}=-1$. The matrix $g$ has one entry $\pm1$ in each row and column, so $g^Tg=1$. Together:

$$g^T=-g,\qquad g^{-1}=-g,\qquad g^2=-1 .$$

The phrase "the $W$ close into $U(4l+2)$" needs sharpening, because the components $W_{\pi q}$ are not Hermitian and operators close into an algebra, not a group. The statement to be shown has three parts.

(a) The complex span of all $W^{(\kappa k)}_{\pi q}$ is closed under commutation and is a faithful copy of $gl(N,\mathbb C)$, the algebra of all complex $N\times N$ matrices.

(b) The complex span of the odd ones is closed and is a copy of $sp(N,\mathbb C)=\{X: X^Tg+gX=0\}$, of dimension $(2l+1)(4l+3)$.

(c) The exponentials $e^{i\hat W(H)}$, with $H$ Hermitian, form a copy of $U(N)$; those with $H$ Hermitian and odd form a copy of the compact group $Sp(N)=\{U:U^\dagger U=1,\ U^TgU=g\}$.

The group written $Sp(4l+2)$ in atomic spectroscopy is labelled by the size of its matrices. Mathematicians who label by the number of pairs call the same group $Sp(2l+1)$, and others write $USp(4l+2)$.

## From matrices to many-electron operators

Both derivations use the same bridge. The anticommutators are $\{a_\xi,a^\dagger_\eta\}=\delta_{\xi\eta}$, $\{a_\xi,a_\eta\}=0$. With the identity $[AB,C]=A\{B,C\}-\{A,C\}B$,

$$[a^\dagger_\alpha a_\beta,a^\dagger_\gamma]=\delta_{\beta\gamma}a^\dagger_\alpha,\qquad[a^\dagger_\alpha a_\beta,a_\delta]=-\delta_{\alpha\delta}a_\beta .$$

Then $[A,BC]=[A,B]C+B[A,C]$ gives

$$[a^\dagger_\alpha a_\beta,a^\dagger_\gamma a_\delta]=\delta_{\beta\gamma}a^\dagger_\alpha a_\delta-\delta_{\alpha\delta}a^\dagger_\gamma a_\beta .$$

Multiply by $X_{\alpha\beta}Y_{\gamma\delta}$ and sum. The first term gives $\sum(XY)_{\alpha\delta}a^\dagger_\alpha a_\delta$ and the second $\sum(YX)_{\gamma\beta}a^\dagger_\gamma a_\beta$. Hence

$$[\hat W(X),\hat W(Y)]=\hat W([X,Y]),\qquad[\hat W(X),a^\dagger_\xi]=\sum_\alpha X_{\alpha\xi}a^\dagger_\alpha,\qquad\hat W(X)^\dagger=\hat W(X^\dagger).\tag{2}$$

The map is linear, and it is faithful: $\langle0|a_\alpha\hat W(X)a^\dagger_\xi|0\rangle=X_{\alpha\xi}$, so $\hat W(X)=0$ forces $X=0$. Commutators of the $W$ can therefore be computed from those of the matrices $w$. Products cannot. The operator $\hat W(X)\hat W(Y)$ equals $\hat W(XY)$ plus the two-electron term $\sum X_{\alpha\beta}Y_{\gamma\delta}\,a^\dagger_\alpha a^\dagger_\gamma a_\delta a_\beta$, which is in general nonzero; it is symmetric under exchange of $X$ and $Y$ and so cancels in the commutator.

## First derivation: recoupling

This road computes every commutator explicitly. It takes as known the standard properties of the coupling coefficients: the definition

$$\begin{pmatrix}j_1&j_2&j_3\\m_1&m_2&-M\end{pmatrix}=(-1)^{j_1-j_2+M}[j_3]^{-1/2}\langle j_1m_1j_2m_2|j_3M\rangle ;$$

the factor $(-1)^{j_1+j_2+j_3}$ that a $3j$ symbol acquires when two columns are exchanged or when all projections change sign; the exchange rule $\langle j_2m_2j_1m_1|jm\rangle=(-1)^{j_1+j_2-j}\langle j_1m_1j_2m_2|jm\rangle$; orthogonality; and the definition of the $6j$ symbol as a recoupling coefficient with its permutation symmetries.

### Two other forms of $v^k_q$

Exchange the first and third columns in (1), at the cost of $(-1)^{2j+k}$, and apply the definition with $j_1=j$, $j_2=k$, $M=m$. The phases collect to $(-1)^{(j-m)+(2j+k)+(j-k+m)}=(-1)^{4j}=1$, so

$$\langle m|v^k_q|m'\rangle=\frac{[k]^{1/2}}{[j]^{1/2}}\,\langle jm'\,kq|jm\rangle .\tag{3}$$

Alternatively reverse all projections in (1) and exchange the second and third columns. The two factors $(-1)^{2j+k}$ cancel, leaving the symbol with top row $j,j,k$ and bottom row $m,-m',-q$, which by the definition is $(-1)^q[k]^{-1/2}\langle jm\,j\,{-m'}|kq\rangle$. With $q=m-m'$ the total phase is $(-1)^{j-m+q}=(-1)^{j-m'}$:

$$\langle m|v^k_q|m'\rangle=(-1)^{j-m'}\langle jm\,j\,{-m'}|kq\rangle .\tag{4}$$

Form (4) connects $W$ with a coupled product. The operators $a_\xi$ do not transform as tensor components, but $\tilde a_{m_sm_l}=(-1)^{s+l-m_s-m_l}a_{-m_s,-m_l}$ do. In the coupled product

$$(a^\dagger\tilde a)^{(\kappa k)}_{\pi q}=\sum\langle sm_s\,s\mu_s|\kappa\pi\rangle\langle lm_l\,l\mu_l|kq\rangle\,a^\dagger_{m_sm_l}\tilde a_{\mu_s\mu_l}$$

put $\mu=-m'$ in each factor. The coefficient of $a^\dagger_ma_{m'}$ contributed by one angular momentum is $(-1)^{j+m'}\langle jm\,j\,{-m'}|kq\rangle$, which differs from (4) by $(-1)^{2m'}=(-1)^{2j}$. Spin and orbit together give $(-1)^{2s+2l}=-1$:

$$W^{(\kappa k)}_{\pi q}=-(a^\dagger\tilde a)^{(\kappa k)}_{\pi q}.$$

Dropping this sign reverses the sign of every structure constant, and dropping the tilde produces objects that are not tensors at all.

### Orthonormality, completeness, adjoint

From (4) and the orthogonality of the Clebsch–Gordan coefficients,

$$\mathrm{Tr}\,(v^{k\,\dagger}_qv^{k'}_{q'})=\sum_{mm'}\langle jm\,j\,{-m'}|kq\rangle\langle jm\,j\,{-m'}|k'q'\rangle=\delta_{kk'}\delta_{qq'},$$

since the matrices are real and the phase is squared. The trace of a tensor product factorises, so the $w$ are orthonormal too. Their number is $\sum_{\kappa=0}^1[\kappa]\sum_{k=0}^{2l}[k]=4(2l+1)^2=N^2$, because the first $n$ odd integers add up to $n^2$. An orthonormal set of $N^2$ matrices is a basis of all $N\times N$ matrices.

For the adjoint, $\langle m|v^{k\dagger}_q|m'\rangle=\langle m'|v^k_q|m\rangle$ is $(-1)^{j-m'}[k]^{1/2}$ times the $3j$ symbol with bottom row $-m',q,m$. Exchanging the outer columns and reversing all signs turns the bottom row into $-m,-q,m'$ with no net phase. This is the symbol in $\langle m|v^k_{-q}|m'\rangle$, and it requires $m'=m+q$, so $(-1)^{j-m'}=(-1)^q(-1)^{j-m}$. Thus

$$w^{(\kappa k)\dagger}_{\pi q}=(-1)^{\pi+q}\,w^{(\kappa k)}_{-\pi,-q}.\tag{5}$$

### The product rule

Insert (3) twice. Only $m'=m''+q_2$ contributes to the intermediate sum:

$$\langle m|v^{k_1}_{q_1}v^{k_2}_{q_2}|m''\rangle=\frac{[k_1,k_2]^{1/2}}{[j]}\sum_{m'}\langle jm''\,k_2q_2|jm'\rangle\langle jm'\,k_1q_1|jm\rangle .$$

Regard $j$, $k_2$, $k_1$ as three angular momenta. The sum is the amplitude of the product state $|jm''\rangle|k_2q_2\rangle|k_1q_1\rangle$ in the coupled state $|((jk_2)j,k_1)\,jm\rangle$. The $6j$ symbol is defined by

$$|((j_1j_2)j_{12},j_3)JM\rangle=\sum_{j_{23}}(-1)^{j_1+j_2+j_3+J}[j_{12},j_{23}]^{1/2}\begin{Bmatrix}j_1&j_2&j_{12}\\j_3&J&j_{23}\end{Bmatrix}|(j_1,(j_2j_3)j_{23})JM\rangle .$$

Here $j_1=j_{12}=J=j$, $j_2=k_2$, $j_3=k_1$, $j_{23}=k_3$, so the phase is $(-1)^{2j+k_1+k_2}$ and the root is $[j,k_3]^{1/2}$. The amplitude of the same product state in $|(j,(k_2k_1)k_3)jm\rangle$ is, with $q_3=q_1+q_2$,

$$\langle k_2q_2k_1q_1|k_3q_3\rangle\langle jm''\,k_3q_3|jm\rangle=(-1)^{k_1+k_2-k_3}\langle k_1q_1k_2q_2|k_3q_3\rangle\,\frac{[j]^{1/2}}{[k_3]^{1/2}}\langle m|v^{k_3}_{q_3}|m''\rangle,$$

by the exchange rule and (3). The roots combine as $[j]^{-1}[j,k_3]^{1/2}[j]^{1/2}[k_3]^{-1/2}=1$. The phases combine to $(-1)^{2j+2k_1+2k_2-k_3}=(-1)^{2j+k_3}$, the $k$ being integers. Interchanging upper and lower entries in the first and third columns of the $6j$ symbol, which leaves it unchanged, puts all three $k$ in the top row:

$$v^{k_1}_{q_1}v^{k_2}_{q_2}=\sum_{k_3}(-1)^{2j+k_3}[k_1,k_2]^{1/2}\langle k_1q_1k_2q_2|k_3q_3\rangle\begin{Bmatrix}k_1&k_2&k_3\\j&j&j\end{Bmatrix}v^{k_3}_{q_3}.\tag{6}$$

The $6j$ symbol vanishes unless $(k_3,j,j)$ is a triangle, so $k_3\le2j$ and the sum stays inside the set of unit tensors.

### The commutator

Since $(A\otimes B)(C\otimes D)=AC\otimes BD$, the product $w_1w_2$ is (6) for the spin times (6) for the orbit, with phase $(-1)^{2s+2l+\kappa_3+k_3}=(-1)^{\kappa_3+k_3+1}$. In the reversed product $w_2w_1$ the $6j$ symbols are unchanged, being symmetric under exchange of columns, and the two Clebsch–Gordan coefficients give $(-1)^{\kappa_1+\kappa_2-\kappa_3}(-1)^{k_1+k_2-k_3}$. Subtracting and using (2),

$$[W^{(\kappa_1k_1)}_{\pi_1q_1},W^{(\kappa_2k_2)}_{\pi_2q_2}]=\sum_{\kappa_3k_3}(-1)^{\kappa_3+k_3+1}\Big[1-(-1)^{\kappa_1+\kappa_2+\kappa_3+k_1+k_2+k_3}\Big][\kappa_1,\kappa_2,k_1,k_2]^{1/2}$$
$$\times\langle\kappa_1\pi_1\kappa_2\pi_2|\kappa_3\pi_3\rangle\langle k_1q_1k_2q_2|k_3q_3\rangle\begin{Bmatrix}\kappa_1&\kappa_2&\kappa_3\\s&s&s\end{Bmatrix}\begin{Bmatrix}k_1&k_2&k_3\\l&l&l\end{Bmatrix}W^{(\kappa_3k_3)}_{\pi_3q_3},\tag{7}$$

with $\pi_3=\pi_1+\pi_2$, $q_3=q_1+q_2$. This is closure, and with completeness and faithfulness it proves (a). As a test take $l=0$ and the commutator of the opening. The phase is $(-1)^{1+0+1}=+1$, the bracket is 2, the root is 3, $\langle11\,1{-1}|10\rangle=1/\sqrt2$, the spin $6j$ symbol is $-1/3$ and the orbital factors are 1. The product is $-\sqrt2$, as found from $[S_+,S_-]$.

The bracket is 2 when the sum of the six ranks is odd and zero otherwise. If both tensors on the left are odd, $\kappa_1+k_1+\kappa_2+k_2$ is even and $\kappa_3+k_3$ must be odd. The three cases are

$$[\text{odd},\text{odd}]\subset\text{odd},\qquad[\text{odd},\text{even}]\subset\text{even},\qquad[\text{even},\text{even}]\subset\text{odd}.\tag{8}$$

The odd tensors form a subalgebra. For $l=0$ the only even tensor is $W^{(00)}$. For $l>0$ the even ones do not close. The matrix $w^{(01)}_{00}$ is $\lambda l_z$ with $\lambda\ne0$ (see (12)), and by orthonormality its coefficient in $[w^{(02)}_{0,1},w^{(02)}_{0,-1}]$ is $\lambda\,\mathrm{Tr}\,([l_z,w^{(02)}_{0,1}]\,w^{(02)}_{0,-1})=\lambda\,\mathrm{Tr}\,(w^{(02)}_{0,1}w^{(02)}_{0,-1})=-\lambda$ by (5), so two even tensors have a nonzero odd commutator. If $\kappa_1=k_1=0$, the triangle rules force $\kappa_3=\kappa_2$ and $k_3=k_2$, the sum of ranks is even and the commutator vanishes. Indeed $v^0_0=[j]^{-1/2}\,1$, so $W^{(00)}=\hat n/\sqrt N$ is central; the other $N^2-1$ tensors are traceless, being orthogonal to the unit matrix, and generate $SU(N)$.

Recoupling has given every commutator of the double tensors, which proves (a), and has shown that the odd tensors form a subalgebra. It remains to identify that subalgebra, to give the second derivation, and to pass from the algebras to the groups.
